# Why exact Kohn-Sham core levels are not binding energies

The Kohn-Sham potential that reproduces a nearly exact electron density of the neon atom has its 1s level at about $-839$ eV. Removing a 1s electron costs 868.4 eV when the energies of atom and ion are computed separately in Hartree-Fock theory, and roughly 870 eV when it is measured. The potential reproduces its target density to within 0.006 of an electron, yet the level is about 30 eV too shallow. What is wrong with it?

Nothing is wrong with the level. The fault lies in the expectation that it should equal a binding energy.

## The belief and its appeal

The belief runs as follows. In the local density approximation (LDA) the neon 1s level lies at $-824.7$ eV. This is too shallow because the approximate potential is poor: among other defects, an electron partly repels itself. With the exact exchange-correlation potential the defect would vanish, and minus the eigenvalue would be the binding energy.

Three things speak for it. The exact potential does move the level the right way, by 14 eV. For the highest occupied level the belief is true. And in Hartree-Fock theory eigenvalues do have a meaning as removal energies, if the remaining orbitals are frozen.

The two quantities must be defined before they are compared. The binding energy of orbital $i$ is

$$I_i = E(\text{ion with a hole in } i) - E(\text{atom}),$$

a positive difference between states with $N-1$ and $N$ electrons. For 1s the ion is highly excited and can decay by ejecting another electron; its energy is computed here with the hole held in place, so decay is left out. The Kohn-Sham orbitals, in contrast, belong to fictitious independent electrons in a local potential $v_s$,

$$\left(-\tfrac12\nabla^2+v_s\right)\varphi_i=\varepsilon_i\varphi_i ,\qquad n=\sum_i^{\rm occ}|\varphi_i|^2 ,$$

whose one duty is to give the density $n$ of the real atom. Atomic units are used in the algebra, and $i$ counts spin orbitals unless stated otherwise. Nothing in this definition mentions the ion. Any link between $\varepsilon_i$ and $I_i$ has to be derived.

## The one level that is fixed

For the highest level the link comes from the outer tail of the density. Expand the exact $N$-electron ground state in the states $\Psi_k$ of the ion,

$$\Psi(x_1,\dots,x_N)=\frac{1}{\sqrt N}\sum_k g_k(x_1)\,\Psi_k(x_2,\dots,x_N).$$

Since the $\Psi_k$ are orthonormal, integrating $N|\Psi|^2$ over all electrons but the first, and summing over its spin, gives $n=\sum_k|g_k|^2$. Now project the Schrödinger equation on $\Psi_k$. The Hamiltonian is that of the ion, plus the kinetic and nuclear energy of electron 1, plus its repulsion from the others, so

$$\left(-\tfrac12\nabla^2-\frac Zr\right)g_k+\sum_l\langle\Psi_k|\sum_{j>1}\frac1{r_{1j}}|\Psi_l\rangle\, g_l=(E_N-E_k)\,g_k=-I_k\,g_k .$$

Far from the atom the potentials vanish, which leaves $\nabla^2 g_k\simeq 2I_kg_k$ and hence a decay as $e^{-\sqrt{2I_k}\,r}$, apart from powers of $r$. The coupling between different $k$ falls off at least as $1/r^2$. It can mix the slowest exponential into other amplitudes, but cannot create a slower one. The density therefore decays with the smallest removal energy $I$:

$$n\sim e^{-2\sqrt{2I}\,r}.$$

If $v_s$ is chosen to vanish at infinity, the same reasoning gives $\varphi_i\sim e^{-\sqrt{-2\varepsilon_i}\,r}$. The highest occupied level $\varepsilon_H$ decays most slowly and dominates the sum. Both expressions describe the same density, so

$$\varepsilon_H=-I .$$

This requires a finite system and a lowest ionic state whose amplitude $g_k$ is not zero.

A one-dimensional model with two electrons, nuclear charge 2 and softened Coulomb forces can be solved directly and tests the argument. Its ionization energy is 20.55 eV on a mesh of 0.2 bohr with three-point differences; a sixth-order formula lowers this, and the magnitude of the tail value below, by 0.01 eV. The Kohn-Sham orbital is $\varphi=\sqrt{n/2}$, so its eigenvalue follows from $\varepsilon=v_s-\varphi''/(2\varphi)$. For two paired electrons exchange cancels half of the Hartree potential, so $v_s$ is the nuclear potential plus half the Hartree potential plus a correlation part. Evaluated in the tail at 3.7 angstrom, with the correlation part neglected there, the expression gives $-20.53$ eV.

The argument fixes one number. The contribution of a core orbital to the tail is buried under that of the highest level, and equality of two densities does not demand that they agree term by term. For 1s, the theorem is silent.

## An eigenvalue is a slope

In LDA one can see directly what an eigenvalue measures. Let the spin orbitals have occupations $f_i$ between 0 and 1, with $n=\sum_i f_i|\varphi_i|^2$ and

$$E=\sum_i f_i\langle\varphi_i|-\tfrac12\nabla^2|\varphi_i\rangle+G[n],\qquad v_s=\frac{\delta G}{\delta n},$$

where $G$ collects the nuclear, Hartree and exchange-correlation energies. In the spin-polarized calculation each spin has its own $v_s$, which does not alter the steps. Change $f_i$ and let all orbitals readjust:

$$\frac{dE}{df_i}=\langle\varphi_i|-\tfrac12\nabla^2+v_s|\varphi_i\rangle+\sum_j f_j\left[\left\langle\frac{d\varphi_j}{df_i}\right|-\tfrac12\nabla^2+v_s\left|\varphi_j\right\rangle+\text{c.c.}\right].$$

The first term is $\varepsilon_i$. In the second, the operator acting on $\varphi_j$ gives $\varepsilon_j\varphi_j$, so the bracket is $\varepsilon_j\,d\langle\varphi_j|\varphi_j\rangle/df_i$, which is zero because the orbitals stay normalized. This is Janak's theorem, $dE/df_i=\varepsilon_i$. Integration from the ion ($f=0$) to the atom ($f=1$) gives

$$I_i=E(0)-E(1)=-\int_0^1\varepsilon_i(f)\,df .$$

The eigenvalue of the atom is the slope at one end of the path; the binding energy is the average slope. They agree if $\varepsilon_i$ does not change along the way. For neon 1s it changes a great deal:

- full occupation: $-\varepsilon_{1s}=824.7$ eV
- half occupation: $-\varepsilon_{1s}=864.4$ eV
- average over the path: 862.7 eV
- difference of the two LDA total energies: 862.7 eV

The last two agree, as the theorem demands. Thus LDA itself does not predict a binding energy of 825 eV. It predicts 863 eV, and the eigenvalue answers another question.

This does not yet settle the matter for the exact potential. Exact ground-state theory does not supply an energy for an atom with a fraction of a core hole, so the path used in LDA is not available there. The exact potential has to be examined itself.

## The level in the nearly exact potential

A potential can be found from a given density $n$ by maximizing

$$W[v]=2\sum_{a=1}^{5}\varepsilon_a[v]-\int v\,n\,d^3r ,$$

where $a$ counts the five doubly occupied spatial orbitals. First-order perturbation theory gives $\delta\varepsilon_a=\int|\varphi_a|^2\,\delta v\,d^3r$, so

$$\delta W=\int\left(2\sum_a|\varphi_a|^2-n\right)\delta v\,d^3r .$$

This vanishes for every $\delta v$ when the density in $v$ equals $n$. The stationary point is a maximum: the sum of the lowest eigenvalues is a minimum, over determinants, of expressions linear in $v$, and such a minimum is concave.

Adding a constant $c$ to $v$ changes the first term of $W$ by $10c$ and the second by $-10c$. The density thus leaves the constant open, and $\varepsilon_{2p}=-I_{2p}$ supplies it.

For neon the density comes from a coupled-cluster calculation with single and double excitations (CCSD), and $I_{2p}=21.34$ eV from its equation-of-motion extension. This value is not fully converged in the basis: with more d, f and g functions it rises to 21.44 eV, and every number below that depends on the constant in the potential moves by 0.1 eV with it. The potential is a starting form plus eleven Gaussians, held by a small penalty, so the match is close rather than perfect: the absolute density difference integrates to 0.006 of 10 electrons. Such a fit fixes the shape of the potential where the electrons are, but only weakly its height relative to the far tail. Only differences of levels are therefore taken from it, and the whole potential is shifted so that $\varepsilon_{2p}=-I_{2p}$. The gap between 1s and 2p is 817.3 eV, and therefore

$$-\varepsilon_{1s}=21.3+817.3\approx 838.7\ \text{eV},$$

where the last digit follows from the unrounded values.

How far can this be trusted? Applied to the LDA density, the same procedure should return the known LDA gap of 811.1 eV; it returns 811.5 eV. A coarser set of Gaussians changes the neon gap by 0.05 eV. A different orbital basis and starting potential, with other fit functions and penalties, give gaps from about 816.9 to 817.8 eV, so the digit after the decimal point in the gap, and in the numbers derived from it, is not converged. Replacing the CCSD density by the Hartree-Fock density changes it by 1.5 eV. A value of 839 eV, uncertain by about one electronvolt, is a fair reading. The distance of 30 eV to the binding energy is far larger.

Nor can a constant close that distance. The constant has been used up: a shift that brought 1s to its binding energy would put 2p 30 eV too deep and violate the one exact condition available.

## Where the 30 eV come from

The gap can be traced with an identity. Take the determinant formed from the Kohn-Sham orbitals. With $h=-\tfrac12\nabla^2-Z/r$, its energy is

$$E_{\rm det}=\sum_i\langle i|h|i\rangle+\frac12\sum_{ij}\left(\langle ij|ij\rangle-\langle ij|ji\rangle\right),$$

where the two integrals are the Coulomb repulsion and the exchange of spin orbitals $i$ and $j$. Remove orbital $k$ and leave the others untouched. The double sum loses the terms with $i=k$ and those with $j=k$. They are equal, which cancels the factor $\tfrac12$; the term $i=j=k$ is zero. The cost is

$$F_k=-\langle k|h|k\rangle-\sum_j\left(\langle kj|kj\rangle-\langle kj|jk\rangle\right)=-\langle k|h+v_H+\hat v_x|k\rangle .$$

Here $v_H$ is the Hartree potential of the full density and $\hat v_x$ the nonlocal exchange operator of Hartree-Fock theory, built from the Kohn-Sham orbitals. The eigenvalue contains the local $v_{xc}$ instead:

$$\varepsilon_k=\langle k|h+v_H+v_{xc}|k\rangle .$$

Adding the two equations gives

$$F_k=-\varepsilon_k+w_k,\qquad w_k=\langle k|v_{xc}-\hat v_x|k\rangle .$$

Finally, define $R_k=F_k-I_k$, the amount by which the frozen removal energy exceeds the true one. Then

$$I_k=-\varepsilon_k+w_k-R_k .$$

The eigenvalue is a binding energy when $w_k=R_k$, and not otherwise. For neon 1s, with the relaxed Hartree-Fock value for $I$,

$$838.7+53.4-23.7=868.4\ \text{eV}.$$

The two corrections have different origins. With the Hartree-Fock value for $I$, $R$ is almost entirely the relaxation of the ion; with a correlated $I$ it also contains the change of correlation energy. When a 1s electron leaves, the other electrons feel a less screened nucleus and contract, which lowers the ion's energy by 23.8 eV, counted from the frozen Kohn-Sham determinant with the 1s orbital removed. From this 0.1 eV is subtracted, because the Kohn-Sham determinant lies that much above the Hartree-Fock atom. $w$, on the other hand, is a property of the neutral atom: it measures how a local potential treats 1s compared with the exchange operator.

For 2p the theorem of the tail forces $w=R$, and both are 2.2 eV. This equality is no independent confirmation, since $\varepsilon_{2p}$ was set to $-I_{2p}$; it shows what the theorem implies. No such condition ties the 53 eV to the 24 eV for 1s.

One-electron atoms are the limiting case in which everything agrees. There $v_{xc}$ and $\hat v_x$ both cancel $v_H$, so $w=0$, and nobody is left to relax, so $R=0$. In a two-electron atom with paired spins, 1s is the highest level and is fixed by the tail. The discrepancy needs an occupied level above the core.

## Why a local potential lifts the core

The exchange operator acts differently on each orbital, while a local potential must be the same for all. A natural compromise is the Slater potential, which averages $\hat v_x\varphi_a/\varphi_a$ with the share of each orbital in the density as weight. For real spatial orbitals,

$$v_S(\mathbf r)=\frac{\sum_a\varphi_a\,(\hat v_x\varphi_a)}{\sum_a\varphi_a^2},\qquad E_x=\frac12\int n\,v_S\,d^3r .$$

Splitting $w$ at this potential gives, for 1s,

$$w=\langle v_S-\hat v_x\rangle+\langle v_{xc}-v_S\rangle=9.5+43.9=53.4\ \text{eV}.$$

The averaging itself costs less than a fifth. Most of $w$ is the difference between $v_{xc}$ and $v_S$. It arises because a Kohn-Sham potential is the derivative of an energy, not the average interaction entering that energy. Differentiating $E_x$ gives

$$v_x(\mathbf r)=\frac12v_S(\mathbf r)+\frac12\int n(\mathbf r')\,\frac{\delta v_S(\mathbf r')}{\delta n(\mathbf r)}\,d^3r' ,$$

and the second term records how the exchange interaction responds to a change of density.

The sign can be seen in the local approximation for exchange, $E_x=-C\int n^{4/3}d^3r$ with $C>0$. Comparison with $E_x=\tfrac12\int n\,v_S\,d^3r$ gives $v_S=-2Cn^{1/3}$, while differentiation gives $v_x=-\tfrac43Cn^{1/3}$. Their difference,

$$v_x-v_S=+\tfrac23\,C\,n^{1/3},$$

is repulsive and largest where the density is highest, which is in the core. This gives the right sign for neon, but high density is not the cause. For two paired electrons $v_S$ and $v_x$ both equal $-\tfrac12v_H$, so their difference is exactly zero, whereas the local formula gives 47 eV for the 1s orbital of Ne$^{8+}$, whose core density is nearly that of neon. In an exchange-only potential built from the orbitals (the Krieger-Li-Iafrate form), $v_x-v_S$ of neon is a step tied to the shells: flat at about 51 eV inside 0.1 bohr and about 2 eV at 0.6 bohr. Its 1s average is 43.9 eV, so exchange accounts for nearly all of this term. The 43.9 eV are computed from the nearly exact potential and include its correlation part.

## What a better potential repairs

The belief contains a correct observation: LDA does misplace the level. Measured against the relaxed Hartree-Fock binding energy, the LDA eigenvalue is 43.7 eV too shallow. This divides into

$$43.7=14.0+29.7\ \text{eV}.$$

The first part is the error of the LDA potential and disappears with the nearly exact one. Of these 14.0 eV, 7.8 eV are a shift shared with 2p, whose level moves from $-13.6$ to $-21.3$ eV; the other 6.2 eV are a change of the gap between the levels. The second part, 29.7 eV, is $w-R$. It is no error of the functional, and as long as the potential is local, bringing it closer to the exact one will not remove it.

Hartree-Fock theory shows the opposite failure. Its potential contains $\hat v_x$ itself, so $w=0$ and its eigenvalue is a frozen removal energy. For 1s it gives 891.8 eV, which is 23.4 eV too much, because relaxation is missing.

The sound way to a core binding energy is to compute what it is: a difference of total energies, with the ion allowed to relax around its hole. Hartree-Fock, with separate orbitals for the two spins of the ion, gives 868.4 eV. Scalar relativistic effects, absent from all values so far, add 1.0 eV and bring it to 869.4 eV, close to the measured value of roughly 870 eV. The change of correlation energy and the relativistic corrections to the electron repulsion have not been computed, so the remaining difference is not interpreted here. Even LDA, used in this way, gives 862.7 eV. That is 5.7 eV below the nonrelativistic Hartree-Fock result, whereas its eigenvalue is 43.7 eV below.

Core eigenvalues may still be useful for comparing the same core level in two surroundings A and B. From the identity above,

$$I^A-I^B=-(\varepsilon^A-\varepsilon^B)+(w-R)^A-(w-R)^B .$$

The eigenvalue difference gives the shift in binding energy to the extent that $w-R$ is the same in both, with both potentials referred to the same zero. That is a condition to be checked in each case, and it does not follow from the quality of the potential.

The numerical check printed below contains the values used here, apart from those quoted for other meshes, basis sets and fit functions, for Ne$^{8+}$ and for the exchange-only potential.

## Computed values

```
Two-electron 1D model
distance where the tail is read: 3.70 angstrom
model ionization energy: 20.547 eV
minus KS eigenvalue from density tail: 20.525 eV
Neon, LDA
minus LDA 1s eigenvalue: 824.66 eV
minus LDA 2p eigenvalue: 13.55 eV
LDA 1s-2p gap: 811.11 eV
LDA relaxed 1s binding energy: 862.66 eV
integral of minus LDA 1s eigenvalue: 862.66 eV
minus LDA 1s eigenvalue at half occupation: 864.38 eV
Neon, KS potential from CCSD density
2p ionization energy, IP-EOM-CCSD: 21.34 eV
minus KS 1s eigenvalue: 838.66 eV
KS 1s-2p gap: 817.33 eV
same gap, coarser potential basis: 817.28 eV
gap from Hartree-Fock density: 815.81 eV
gap recovered from LDA density: 811.53 eV
integrated absolute density mismatch: 0.00583 electrons
From LDA to KS: change of minus 1s eigenvalue
total change: 14.00 eV
common shift read from 2p: 7.78 eV
change of 1s-2p gap: 6.22 eV
Neon 1s binding energy
minus Hartree-Fock 1s eigenvalue: 891.78 eV
relaxed Hartree-Fock binding energy: 868.35 eV
same with scalar relativity: 869.35 eV
scalar-relativistic shift: 1.00 eV
Ledger for 1s
w, local minus nonlocal exchange: 53.37 eV
part of w from Slater averaging: 9.52 eV
part of w from v_xc minus Slater: 43.85 eV
unrelaxed removal energy F: 892.03 eV
R = F minus relaxed binding energy: 23.68 eV
ion relaxation within R: 23.79 eV
KS determinant above Hartree-Fock atom: 0.11 eV
binding energy minus KS value, w - R: 29.68 eV
binding energy minus LDA value: 43.69 eV
Ledger for 2p
w for 2p: 2.16 eV
unrelaxed removal energy F for 2p: 23.50 eV
R for 2p: 2.16 eV
```
